# Donnan limit of the Poisson-Boltzmann potential in a narrow charged slit, part 2

A slit of width $H=2a$ holds electrolyte in equilibrium with a reservoir at potential zero, which has $n_0$ ions of each charge $\pm e$ per volume. How close is its potential $\psi$ to the uniform Donnan value $\psi_D$? Each wall, at $x=\pm a$ from the midplane, carries a fixed, evenly smeared charge $\sigma$ per area, with no field inside the walls. The ions are mean-field points, the liquid has permittivity $\varepsilon$, and end effects are ignored. With $\phi=e\psi/kT$ and a prime for $d/dx$,

$$
\phi''=\kappa^2\sinh\phi,\qquad \kappa^2=\frac{2e^2n_0}{\varepsilon kT}. \tag{1}
$$

$$
\phi'(a)=s,\qquad \phi'(-a)=-s,\qquad s=\frac{e\sigma}{\varepsilon kT}. \tag{2}
$$

The reservoir Debye length is $1/\kappa$, and the Gouy-Chapman length is $b=2\varepsilon kT/(e|\sigma|)$. General formulas are written for $\sigma>0$; reversing $\sigma$ reverses $\phi$.

The wall charge per pore volume is $X=2\sigma/H$. Lemma 1 minimises the ideal grand free energy per volume, $\omega=kT\sum_{i=\pm}n_i\left(\ln\frac{n_i}{n_0}-1\right)$, for a uniform pore with $e(n_+-n_-)+X=0$. The result is $n_\pm=n_0e^{\mp\phi_D}$, with $\phi_D=e\psi_D/kT$ and

$$
\sinh\phi_D=\frac{X}{2en_0}=\frac{\sigma}{en_0H}. \tag{3}
$$

$$
\psi_D=\frac{kT}{e}\operatorname{arsinh}\frac{X}{2en_0}. \tag{4}
$$

With angle brackets for the average across the slit, neutrality gives $\langle\sinh\phi\rangle=\sinh\phi_D$ at any width. The theorem also bounds the deviation at every point:

$$
|\phi(x)-\phi_D|\le\frac{|s|a}{2}=\frac{e|\sigma|H}{4\varepsilon kT}. \tag{5}
$$

$$
|\phi-\phi_D|\le\frac{|g|}2,\qquad g=sa=(\kappa a)^2\sinh\phi_D. \tag{7}
$$

In numerical tests for $\kappa a$ from $0.1$ to $1.0$, the largest deviation was $0.666$ of this bound.

When co-ions are negligible, $\sinh\phi\approx e^\phi/2$ and $\phi=\phi(0)-2\ln\cos Kx$, with $K^2=\frac14\kappa^2e^{\phi(0)}$ and

$$
Ka\tan Ka=\frac g2,\qquad \phi(a)-\phi(0)=-2\ln\cos Ka . \tag{10}
$$

For negative $\sigma$, (10) gives the size of the difference when $|g|$ is used.

### 10. The profile close to the limit

Write $u=x/a$ and $\phi=\phi_D+\delta(u)$. Multiplying the Poisson-Boltzmann equation by $a^2$ and expanding $\sinh$ about $\phi_D$ gives

$$
\frac{d^2\delta}{du^2}=g+A\delta+\frac g2\delta^2+\dots,\qquad A=(\kappa a)^2\cosh\phi_D. \tag{11}
$$

The number $A$ is $(a/\lambda)^2$, where $\lambda=1/(\kappa\sqrt{\cosh\phi_D})$ is the Debye length at the ion densities of the Donnan state. Since $\sinh\phi_D<\cosh\phi_D$, we have $g<A$. The single condition $A\ll1$ therefore makes both $g$ and the corrections in (11) small.

At leading order $d^2\delta/du^2=g$. With zero slope at $u=0$ the solution is $\delta=\frac12gu^2+C$, and its slope at $u=1$ is $g$, as required. The constant follows from neutrality. Expanding $\langle\sinh\phi\rangle=\sinh\phi_D$ to second order,

$$
\cosh\phi_D\,\langle\delta\rangle+\tfrac12\sinh\phi_D\,\langle\delta^2\rangle=0. \tag{12}
$$

At first order $\langle\delta\rangle=0$. Since $\langle u^2\rangle=\frac13$, this gives $C=-g/6$ and

$$
\phi\approx\phi_D+\frac g2\left(u^2-\frac13\right). \tag{13}
$$

The midplane lies at $\phi_D-g/6$ and the wall at $\phi_D+g/3$. The wall deviation is the larger, and it is two thirds of the bound $g/2$. The value $0.666$ found in Part I is close to this ratio.

The average potential departs from $\phi_D$ at the next order. From (13),

$$
\langle\delta^2\rangle\approx\frac{g^2}{4}\left(\frac15-\frac29+\frac19\right)=\frac{g^2}{4}\,\frac4{45}=\frac{g^2}{45},
$$

and (12) gives

$$
\langle\phi\rangle\approx\phi_D-\frac{g^2}{90}\tanh\phi_D. \tag{14}
$$

**Fixed charge per volume.** If $X$ and $n_0$ are held fixed, $\phi_D$ is fixed and $g=(\kappa a)^2\sinh\phi_D$ falls as $H^2$. The correction to (13) is of order $gA$ and falls as $H^4$. This was tested at $\sinh\phi_D=2$ by reducing $\kappa a$ from $0.2$ to $0.1$. The largest deviation from $\phi_D$ fell by a factor $3.975$, and the largest departure from (13) by $15.91$. The leading-order factors are $4$ and $16$. At $\kappa a=0.1$ the mean shift was $0.9965$ of the value given by (14).

**Fixed charge per area.** If $\sigma$ and $n_0$ are held fixed, $g=sa$ falls as $H$, while $\phi_D$ grows. For large $\phi_D$, $\phi_D\approx\ln[2\sigma/(en_0H)]$, and each halving of the width adds about $\ln2$. The slit still becomes uniform as $H\to0$, because the difference across it vanishes although the level diverges slowly. This is a limit of the equations. Real slits leave the continuum model long before.

### 11. Worked case: an oxide-lined trench in a rinse

Consider a narrow trench with silica-like walls on a wafer in contact with a dilute rinse. Rough values are chosen: $H=4.0$ nm, $\sigma=-0.30$ uC/cm2, a $1.0$ mM monovalent salt, relative permittivity $78.4$ and $T=298.15$ K. The thermal voltage is $25.693$ mV and the reservoir Debye length is $9.614$ nm, so $\kappa a=2.0/9.614=0.208$.

In SI units $\sigma=-3.0\times10^{-3}$ C/m$^2$. The wall charge per pore volume is

$$
X=\frac{2(-3.0\times10^{-3})}{4.0\times10^{-9}}\ \mathrm{C/m^3}=-1.5\times10^{6}\ \mathrm{C/m^3},
$$

or $-1.5$ C/cm3. It equals the charge of $15.546$ mM of monovalent ions. Therefore

$$
\sinh\phi_D=-\frac{15.546}{2\times1.0}=-7.773,\qquad \phi_D=-2.748,
$$

$$
\psi_D=-2.748\times25.693\ \mathrm{mV}=-70.6\ \mathrm{mV}.
$$

Direct numerical minimisation of the free energy in Lemma 1 gives the same reduced potential, $-2.7479$. The Donnan densities are $15.61$ mM for the positive counterions and $0.064$ mM for the negative co-ions. Their difference balances the wall charge.

The Gouy-Chapman length is $11.89$ nm, and $|g|/2=2.0/11.89=0.168$. The potential must lie within $0.168\times25.693=4.3$ mV of the Donnan value, which is $6.1\%$ of $|\psi_D|$. The solved and leading-order values are:

| Place | Solved (mV) | From (13) (mV) |
|---|---|---|
| midplane | $-69.19$ | $-69.16$ |
| wall | $-73.39$ | $-73.48$ |

The solved mean is $-70.57$ mV, closer to $\psi_D$ than either end value. The agreement with (13) holds although the half-width is not very small against the Debye length of the Donnan state, $3.43$ nm.

With wall charge and salt fixed, a change of width gives:

| Width (nm) | Donnan (mV) | Largest deviation (mV) |
|---|---|---|
| 8 | $-53.10$ | $5.39$ |
| 4 | $-70.60$ | $2.79$ |
| 2 | $-88.33$ | $1.42$ |

The deviation nearly halves at each step. The Donnan potential moves by $17.5$ and then $17.7$ mV, approaching $25.693\ln2=17.8$ mV.

Now keep the width and the salt, and raise the wall charge to $-10$ uC/cm2. The slit is as narrow against the reservoir Debye length as before, but $|g|/2=5.61$. The Donnan formula gives $-160.6$ mV, while the solved potential runs from $-131.2$ mV at the midplane to $-206.3$ mV at the wall. Equation (10) accounts for the difference of $75.1$ mV: $Ka=1.337$ satisfies $Ka\tan Ka=5.61$, and $-2\ln\cos(1.337)=2.92$, or about $75$ mV. These values describe the equations, not a real wall. At $-206.3$ mV the point-ion counterion density is about $3$ M, which for ions of size $0.7$ nm would fill roughly $0.6$ of the volume. The Gouy-Chapman length is $0.36$ nm, smaller than an ion and half the Bjerrum length $l_B=0.715$ nm of Section 12. Ion size and correlations, both left out, matter at this charge. In the worked case $l_B/b$ is only $0.06$.

### 12. What the model leaves out

Each estimate below changes one assumption and keeps the rest of the worked case. They are sizes, not corrections to be added.

**Permittivity.** Water confined to a few nanometres responds less strongly to a field across the slit than bulk water does. A rough trial value of $10$ throughout the slit leaves $\psi_D$ unchanged, since (4) does not contain $\varepsilon$. The solved potential then runs from $-60.8$ to $-88.4$ mV, a range of $27.6$ mV, and uniformity is poor. At this permittivity the Bjerrum length $e^2/(4\pi\varepsilon kT)$ is $5.6$ nm, more than the width of the slit and $3.7$ times the Gouy-Chapman length of $1.5$ nm. Mean-field theory is then not reliable, and the range shows only the direction of the effect. The energy needed to bring ions into a medium of lower permittivity is not included.

**Discrete charges.** One elementary charge occupies an area $e/|\sigma|$, so the mean spacing is $\sqrt{e/|\sigma|}=7.31$ nm, more than the width of the slit. To size the effect at the midplane, put point charges on a square lattice of this spacing $d$, with the two walls in register. Each Fourier component of such a lattice has the amplitude of its mean, $\sigma$. A small change of potential about the Donnan state obeys $\nabla^2\eta=\kappa^2\cosh\phi_D\,\eta$. For a component of lateral wavenumber $k_\parallel$, the part that depends on $x$ obeys

$$
f''=q^2f,\quad q^2=k_\parallel^2+\kappa^2\cosh\phi_D,\quad f'(0)=0,\ f'(a)=s ,
$$

so $f=s\cosh qx/(q\sinh qa)$, and $f(0)=s/(q\sinh qa)$ at the midplane. The wavenumbers are $k_\parallel=(2\pi/d)\sqrt{m^2+n^2}$ for integers $m,n$ that are not both zero. Facing the charges all components add. At the centre of a cell they carry the sign $(-1)^{m+n}$. The midplane sums, with $|m|,|n|\le8$, are $-10.4$ mV and $+4.1$ mV. In this linear estimate, with the walls in register, the lateral ripple even at the midplane exceeds the $4.2$ mV between midplane and wall in the smeared model. The size depends on how the walls are aligned. If one lattice is shifted by half a cell along both axes, the components with odd $m+n$ cancel at the midplane, and the ripple there runs from about $-3$ to $+2$ mV, close to the smeared difference.

Towards the walls each component grows as $\cosh qx$, and at a point charge the potential diverges. Close to the charges the linear estimate fails, and no value is given for the ripple there. The bound (5) therefore holds for smeared charge and does not limit the local potential beside a discrete one.

**Charge regulation.** Silica gains its charge by loss of protons, so $\sigma$ depends on the potential. Take one kind of site with density $\Gamma=5.0$ per nm$^2$ and $\mathrm{p}K=7.5$, both rough, and no layer between sites and liquid. The charged fraction $\alpha=|\sigma|/(e\Gamma)$ obeys $\alpha/(1-\alpha)=10^{\mathrm{pH_{wall}}-\mathrm{p}K}$. Protons at the wall are enriched by $e^{-\phi(a)}$, so $\mathrm{pH_{wall}}=\mathrm{pH_{bath}}+\phi(a)/\ln10$. The chosen charge then corresponds to a bath pH of $6.3$.

An isolated wall at this pH carries a different charge. Far from it $\phi$ and $\phi'$ vanish. Multiplying (1) by $\phi'$ and integrating gives $\phi'^2=2\kappa^2(\cosh\phi-1)=4\kappa^2\sinh^2(\phi/2)$. Hence $|s|=2\kappa\sinh(|\phi_w|/2)$ for wall potential $\phi_w$, or

$$
|\sigma|=\sqrt{8\varepsilon kTn_0}\,\sinh\frac{|\phi_w|}2 .
$$

Combined with the site model, this gives $-0.525$ uC/cm2. If that charge were assigned to the slit, the Donnan potential would be $-84.9$ mV, a change of $14$ mV. In this model, a charge obtained for an open surface cannot be carried over to the narrow slit without correction.

**Images and ion volume.** An ion of charge $e$ in water, of permittivity $\varepsilon$, near a wall of permittivity $\varepsilon_s$ has an image charge $e'$. If the field in the wall is that of a charge $e''$ at the ion's place, continuity of potential gives $(e+e')/\varepsilon=e''/\varepsilon_s$, and continuity of normal displacement gives $e-e'=e''$. Thus $e'=\Delta e$ with $\Delta=(\varepsilon-\varepsilon_s)/(\varepsilon+\varepsilon_s)$. An ion at the midplane is a distance $H$ from its image in each wall. The self-energy has a factor $\frac12$, and two walls give $w=\Delta\,l_B/H$ in units of $kT$, where $l_B=e^2/(4\pi\varepsilon kT)=0.715$ nm. For a wall of relative permittivity $3.9$, $w=0.162$. Use this midplane value throughout the slit. At a given potential both ion densities are then multiplied by $e^{-w}$, so neutrality requires $\sinh\phi=e^{w}\sinh\phi_D$. This shifts the potential by about $-4$ mV. The rise of $w$ towards the walls, screening and further images are omitted. The further images also repel the ion and, without screening, would together outweigh the two kept here. The value is therefore not a bound on the shift. With an ion size of $0.7$ nm, the counterions fill a fraction $0.003$ of the volume, so crowding is slight.

**The real process.** The chosen charge is of the order that the site model above gives for an open wall at a bath pH of $6.3$. The width was picked to place the slit in the narrow regime, not to represent a particular structure. The salt level was chosen to represent a rinse that still holds residual chemicals. With pure water the salt is far lower. Protons, which are $5\times10^{-4}$ of the salt here, would then have to be counted among the ions, and the wall charge would change too. For the chosen case a Donnan potential near $-70$ mV is a mean-field estimate of the level. Of the rough values found above for shifts in this level, that from the choice of wall charge is the largest, at $14$ mV; the omitted images could change this order. The energy of bringing ions into water of lower permittivity was not sized, and it could shift the level by more than this. Uniformity is not secure either: a low permittivity widens the range across the slit, and discrete charges make the potential vary strongly beside the walls. The walls were also taken to contain no field. If silicon at potential $\psi_{\mathrm{Si}}$ lies behind an oxide of thickness $t$, this requires $\varepsilon_s|\psi-\psi_{\mathrm{Si}}|/t\ll|\sigma|$. For a difference of $70$ mV and the chosen charge this means $t\gg0.8$ nm, so with a thin oxide the condition fails. If the silicon is treated as a conductor at the reservoir potential and the wall charge is held fixed, the level moves to about $-60$ mV behind $2$ nm of oxide and about $-49$ mV behind $1$ nm. This effect can therefore exceed the $14$ mV above. Depending on its potential, the silicon then either offsets wall charge or adds to the charge that the ions must balance, and the level in the slit shifts accordingly. The mouth and the closed end of a trench lie outside the theorem. The full set of values is in the numerical output below.

## Computed results

```
GENERAL TESTS
largest relative error of neutrality identity: 1.4e-10
largest deviation / proven bound: 0.666
deviation ratio, width halved, fixed volume charge: 3.975
profile residual ratio, width halved: 15.91
mean shift, solved / predicted: 0.9965
wide slit: kappa*a = 5.0, g = 0.05
wide slit: midplane / Donnan potential = 0.0674
EXAMPLE INPUTS
temperature: 298.15 K; relative permittivity: 78.4
slit width: 4.0 nm; salt: 1.0 mM
wall charge: -0.30 uC/cm2
EXAMPLE RESULTS
thermal voltage kT/e: 25.693 mV
reservoir Debye length: 9.614 nm; kappa*a: 0.2080
Debye length at Donnan state: 3.434 nm
Gouy-Chapman length: 11.89 nm
charge per pore volume: -1.500 C/cm3
same as monovalent charge: 15.546 mM
sinh of Donnan potential: -7.7732
reduced Donnan potential: -2.7479
same from free-energy minimum: -2.7479
Donnan potential: -70.60 mV
solved midplane potential: -69.19 mV
solved wall potential: -73.39 mV
solved mean potential: -70.57 mV
leading-order midplane: -69.16 mV
leading-order wall: -73.48 mV
bound g/2: 0.1682 = 4.32 mV
relative bound: 0.0612
Donnan counterions: 15.61 mM
Donnan co-ions: 0.0641 mM
FIXED WALL CHARGE, CHANGING WIDTH
8 nm: Donnan -53.10 mV, max deviation 5.39 mV
4 nm: Donnan -70.60 mV, max deviation 2.79 mV
2 nm: Donnan -88.33 mV, max deviation 1.42 mV
STRONG CHARGE IN THE SAME SLIT
wall charge: -10.0 uC/cm2; bound g/2: 5.61
Donnan: -160.6 mV; midplane: -131.2 mV
wall: -206.3 mV
NEGLECTED EFFECTS IN THE EXAMPLE
permittivity 10: midplane -60.8 mV, wall -88.4 mV
spacing of wall charges: 7.31 nm
midplane ripple facing charges: -10.4 mV
midplane ripple at cell centre: +4.1 mV
site model: pK 7.5, 5.0 sites/nm2
bath pH matching the slit charge: 6.32
isolated wall at that pH: -0.525 uC/cm2
Donnan if that charge were used: -84.9 mV
wall permittivity: 3.9; Bjerrum length: 0.715 nm
image energy: 0.162 kT; shift: -4.1 mV
ion size: 0.7 nm; volume fraction: 0.0032
protons / salt in reservoir: 4.8e-04
```
